**Fixed-node bounds for two trapped electrons and three fermions on a ring**

The program tests $E_0\le E_{\rm FN}\le E_{\rm VMC}$, where $E_0$ is the lowest energy of antisymmetric states, $E_{\rm FN}$ the lowest energy in a nodal pocket of the trial function with zero boundary values, and $E_{\rm VMC}$ the energy expectation value of the trial function. For two parallel-spin electrons in a planar trap it asserts this order for a straight node tilted by 0°, 15°, 30° and 45°, with $E_{\rm FN}=E_0$ within tolerance at 0°. At 30° the relative energies are 3.118, 3.186 and 3.231 Ry. It asserts that antisymmetric functions with finitely many angular harmonics approach the pocket energy with an error that halves when their number doubles, and that the mixed average of the local energy gives the pocket energy. A trial function with three nodal lines has inequivalent pockets, and the highest pocket energy, 8.158 Ry, exceeds $E_{\rm VMC}=4.696$ Ry, while the lowest, 4.331 Ry, does not. For three fermions on a lattice ring it asserts that three even permutations keep a pocket in place, that the antisymmetrized pocket state does not vanish, and that its energy equals the sum of the three lowest orbital energies. The solver is also compared with closed-form energies, one of them for interacting electrons.

## Program and output

```python
"""Fixed-node bounds: E_0 <= E_FN <= E_VMC.

E_0   lowest energy of antisymmetric states
E_FN  lowest pocket energy (zero boundary values on the trial node)
E_VMC energy expectation value of the trial function
Rydberg atomic units: kinetic energy -Laplacian per electron, repulsion 2/r.
Main model: two parallel-spin electrons in a 2D trap; relative coordinate r has
H = -2 Laplacian + (wx^2 x^2 + wy^2 y^2)/8 + 2/r, and exchange is r -> -r.
Separate model: three fermions on a lattice ring, where even permutations
map a nodal pocket to itself.
"""
from itertools import permutations
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.special import eval_genlaguerre, gammaln
from scipy.sparse import csr_matrix, identity, kron as skron
from scipy.sparse.csgraph import connected_components

RY_EV = physical_constants["Rydberg constant times hc in eV"][0]
WX, WY = 1.0, 1.5
N_RAD, N_ANG, DECAY = 30, 14, 2.5

# ---------- radial basis: r * Laguerre polynomial * exp(-DECAY r) ----------
orders = np.arange(N_RAD)[:, None]
norms = np.exp(0.5 * (4 * np.log(2 * DECAY) + gammaln(orders + 1)
                      - gammaln(orders + 4)))


def radial_polynomials(r):
    return norms * r * eval_genlaguerre(orders, 3, 2 * DECAY * r)


t_nodes, t_weights = np.polynomial.laguerre.laggauss(60)
r_q, w_q = t_nodes / (2 * DECAY), t_weights / (2 * DECAY)
chi = radial_polynomials(r_q)
lag = eval_genlaguerre(orders, 3, t_nodes)
lag_der = np.zeros_like(lag)
lag_der[1:] = -eval_genlaguerre(orders[1:] - 1, 4, t_nodes)
dchi = norms * (lag + 2 * DECAY * r_q * lag_der - DECAY * r_q * lag)
OVERLAP = (chi * w_q * r_q) @ chi.T
GRAD = (dchi * w_q * r_q) @ dchi.T
INV_R2 = (chi * w_q / r_q) @ chi.T
INV_R = (chi * w_q) @ chi.T
R2 = (chi * w_q * r_q**3) @ chi.T
assert np.allclose(OVERLAP, np.eye(N_RAD), atol=1e-9)


def trap_angle(phi, wx, wy):
    return (wx * np.cos(phi))**2 + (wy * np.sin(phi))**2


def hamiltonian(k_squared, trap_matrix, repulsion=1.0):
    one = np.eye(len(k_squared))
    return (np.kron(one, 2 * GRAD + 2 * repulsion * INV_R)
            + np.kron(np.diag(k_squared), 2 * INV_R2)
            + np.kron(trap_matrix, R2 / 8))


def interval(a, b, n):
    x, w = np.polynomial.legendre.leggauss(n)
    return a + (b - a) * (x + 1) / 2, w * (b - a) / 2


def wedge_functions(phi, a, b, n_ang):
    m = np.arange(1, n_ang + 1)[:, None]
    return np.sqrt(2 / (b - a)) * np.sin(m * np.pi * (phi - a) / (b - a))


def pocket_ground(a, b, wx=WX, wy=WY, repulsion=1.0, n_ang=N_ANG):
    """Lowest state in the wedge a < phi < b with zero boundary values."""
    phi, w = interval(a, b, 80)
    s = wedge_functions(phi, a, b, n_ang)
    trap = (s * w * trap_angle(phi, wx, wy)) @ s.T
    k2 = (np.arange(1, n_ang + 1) * np.pi / (b - a))**2
    val, vec = eigh(hamiltonian(k2, trap, repulsion), subset_by_index=[0, 0])
    return val[0], vec[:, 0].reshape(n_ang, N_RAD)


def odd_harmonics(phi, n_odd):
    k = np.arange(1, 2 * n_odd, 2)[:, None]
    return np.vstack([np.cos(k * phi), np.sin(k * phi)]) / np.sqrt(np.pi)


def odd_angular_matrices(n_odd, wx=WX, wy=WY):
    n = 8 * n_odd + 16
    phi = 2 * np.pi * np.arange(n) / n
    f = odd_harmonics(phi, n_odd)
    trap = (f * trap_angle(phi, wx, wy)) @ f.T * 2 * np.pi / n
    k = np.arange(1, 2 * n_odd, 2)
    return np.concatenate([k, k])**2.0, trap


def fermion_ground(wx=WX, wy=WY, repulsion=1.0):
    """Lowest antisymmetric state, with no node imposed."""
    k2, trap = odd_angular_matrices(7, wx, wy)
    return eigh(hamiltonian(k2, trap, repulsion), eigvals_only=True,
                subset_by_index=[0, 0])[0]


# ---------- solver against closed-form energies ----------
e_free = fermion_ground(repulsion=0.0)
assert abs(e_free - (1.5 * WX + 0.5 * WY)) < 1e-5
e_closed = pocket_ground(0, np.pi, 2 / 3, 2 / 3)[0]
assert abs(e_closed - 2.0) < 1e-5
wide = np.radians(100)
e_wedge = pocket_ground(0, wide, 1.0, 1.0, 0.0)[0]
assert abs(e_wedge - (1 + np.pi / wide)) < 1e-4

# ---------- trial functions and their energies ----------
X, Y = sp.symbols("x y", real=True)


def make_trial(line_angles):
    """Straight nodal lines through the origin at the given polar angles."""
    rad = sp.sqrt(X**2 + Y**2)
    f = sp.exp(-(WX * X**2 + WY * Y**2) / 8 + rad / (3 + rad))
    for a in line_angles:
        f *= Y * float(np.cos(a)) - X * float(np.sin(a))
    parts = [f, sp.diff(f, X), sp.diff(f, Y), sp.diff(f, X, 2) + sp.diff(f, Y, 2)]
    return sp.lambdify((X, Y), parts, "numpy", cse=True)


r_grid, wr_grid = interval(0, 16, 120)


def plane_grid(phi, w_phi):
    x, y = np.outer(np.cos(phi), r_grid), np.outer(np.sin(phi), r_grid)
    pot = ((WX * x)**2 + (WY * y)**2) / 8 + 2 / r_grid
    return x, y, np.outer(w_phi, wr_grid * r_grid), pot


def pocket_expectation(trial, a, b):
    """Gradient-form energy of the trial function in one pocket, and its norm."""
    x, y, w, pot = plane_grid(*interval(a, b, 60))
    f, fx, fy, _ = trial(x, y)
    norm = np.sum(w * f**2)
    return np.sum(w * (2 * (fx**2 + fy**2) + pot * f**2)) / norm, norm


def vmc_energy(trial):
    """Average of the local energy over the whole plane."""
    n = 256
    x, y, w, pot = plane_grid(2 * np.pi * np.arange(n) / n,
                              np.full(n, 2 * np.pi / n))
    f, _, _, lap = trial(x, y)
    return np.sum(w * f * (-2 * lap + pot * f)) / np.sum(w * f**2)


# ---------- one straight node, tilted away from x = 0 ----------
e0 = fermion_ground()
e_cm = (WX + WY) / 2
table = []
for degrees in (0, 15, 30, 45):
    tilt = np.radians(degrees)
    a, b = tilt - np.pi / 2, tilt + np.pi / 2
    trial = make_trial([b])
    e_fn, coef = pocket_ground(a, b)
    e_vmc = vmc_energy(trial)
    assert abs(e_vmc - pocket_expectation(trial, a, b)[0]) < 1e-7
    assert e0 - 1e-5 < e_fn < e_vmc
    if degrees == 0:
        assert abs(e_fn - e0) < 1e-5
    else:
        assert e_fn > e0 + 1e-4
    table.append((degrees, e_fn, e_vmc))
    if degrees == 30:
        main = (a, b, trial, e_fn, e_vmc, coef)

a, b, trial, e_fn30, e_vmc30, coef = main
basis_change = abs(pocket_ground(a, b, n_ang=10)[0] - e_fn30)
assert basis_change < 1e-5

# Mixed average of the local energy over (pocket ground state) * (trial).
phi, w_phi = interval(a, b, 60)
x, y, w, pot = plane_grid(phi, w_phi)
f, _, _, lap = trial(x, y)
radial = radial_polynomials(r_grid) * np.exp(-DECAY * r_grid)
pocket_state = wedge_functions(phi, a, b, N_ANG).T @ coef @ radial
e_mixed = (np.sum(w * pocket_state * (-2 * lap + pot * f))
           / np.sum(w * pocket_state * f))
assert abs(e_mixed - e_fn30) < 1e-4

# Antisymmetrized pocket state, cut to finitely many odd angular harmonics:
# the energies of these kink-free functions must tend to the pocket energy.
phi, w_phi = interval(a, b, 600)
pocket_angles = wedge_functions(phi, a, b, N_ANG)
harmonic_counts, e_cut = (20, 40, 80), []
for n_odd in harmonic_counts:
    k2, trap = odd_angular_matrices(n_odd)
    c = 2 * (odd_harmonics(phi, n_odd) * w_phi) @ pocket_angles.T @ coef
    energy = (np.sum(c * (c @ (2 * GRAD + 2 * INV_R)))
              + np.sum(k2[:, None] * c * (c @ (2 * INV_R2)))
              + np.sum(c * (trap @ c @ R2)) / 8)
    e_cut.append(energy / np.sum(c**2))
e_limit = 2 * e_cut[2] - e_cut[1]
error_ratio = (e_cut[1] - e_fn30) / (e_cut[2] - e_fn30)
assert min(e_cut) > e0
assert abs(e_limit - e_fn30) < 1e-4
assert 1.8 < error_ratio < 2.2

# ---------- three nodal lines: inequivalent pockets ----------
lines = np.radians([0, 40, 80, 180])
trial3 = make_trial(lines[:3])
e_vmc3 = vmc_energy(trial3)
pockets = []
for a, b in zip(lines[:-1], lines[1:]):
    eps = pocket_ground(a, b)[0]
    e_trial, norm = pocket_expectation(trial3, a, b)
    assert e0 < eps < e_trial
    pockets.append((np.degrees(a), np.degrees(b), eps, e_trial, norm))
pockets = np.array(pockets)
pockets[:, 4] /= pockets[:, 4].sum()
assert abs(pockets[:, 3] @ pockets[:, 4] - e_vmc3) < 1e-7
assert pockets[:, 2].min() < e_vmc3 < pockets[:, 2].max()

# ---------- three fermions on a ring: pocket kept by even permutations ----------
sites, spacing = 12, 0.5
j = np.arange(sites)
hop = np.roll(np.eye(sites), 1, axis=0)
ring_potential = np.cos(2 * np.pi * j / sites) + 0.5 * np.sin(4 * np.pi * j / sites)
h1 = (2 * np.eye(sites) - hop - hop.T) / spacing**2 + np.diag(ring_potential)
h1s, one = csr_matrix(h1), identity(sites, format="csr")
h3 = (skron(skron(h1s, one), one) + skron(skron(one, h1s), one)
      + skron(skron(one, one), h1s)).tocsr()
p1, p2, p3 = np.indices((sites,) * 3).reshape(3, -1)
allowed = np.flatnonzero((p1 != p2) & (p2 != p3) & (p1 != p3))
n_pockets, label = connected_components(h3[allowed][:, allowed], directed=False)
inside = allowed[label == 0]
levels, states = eigh(h3[inside][:, inside].toarray(), subset_by_index=[0, 1])
ground = states[:, 0] * np.sign(states[:, 0].sum())
assert ground.min() > 0 and levels[1] - levels[0] > 1e-3
full = np.zeros(sites**3)
full[inside] = ground
full = full.reshape((sites,) * 3)
antisym, keeping = np.zeros_like(full), []
for perm in permutations(range(3)):
    parity = round(np.linalg.det(np.eye(3)[list(perm)]))
    image = full.transpose(perm)
    antisym += parity * image
    if np.array_equal(image > 0, full > 0):
        keeping.append(parity)
        assert np.allclose(image, full, atol=1e-9)
assert all(s == 1 for s in keeping)
ring_norm = np.sum(antisym**2)
assert abs(ring_norm - len(keeping) * 6) < 1e-8
flat = antisym.ravel()
e_ring = flat @ (h3 @ flat) / ring_norm
e_slater = np.linalg.eigvalsh(h1)[:3].sum()
assert abs(e_ring - levels[0]) < 1e-9 and abs(e_ring - e_slater) < 1e-8

# ---------- report ----------
print(f"trap quanta wx, wy: {WX:.2f}, {WY:.2f} Ry")
print(f"centre-of-mass energy: {e_cm:.4f} Ry")
print(f"check, no repulsion, relative E_0: {e_free:.6f} Ry")
print(f"check, w = 2/3 Ry, relative E_0: {e_closed:.6f} Ry")
print(f"check, free 100-degree wedge, w = 1 Ry: {e_wedge:.6f} Ry")
print(f"relative fermion ground energy E_0: {e0:.5f} Ry")
print("relative energies for a tilted node:")
for d, fn, vm in table:
    print(f" tilt {d:2d} deg: E_FN {fn:.5f} Ry, E_VMC {vm:.5f} Ry")
print(f"30 deg: E_FN - E_0 = {e_fn30 - e0:.5f} Ry")
print(f"30 deg: E_VMC - E_FN = {e_vmc30 - e_fn30:.5f} Ry")
print("30 deg, total energies including centre of mass:")
for name, e in (("E_0", e0), ("E_FN", e_fn30), ("E_VMC", e_vmc30)):
    print(f" {name}: {e + e_cm:.4f} Ry = {(e + e_cm) * RY_EV:.3f} eV")
print(f"30 deg: change of E_FN, 10 to 14 angular functions: {basis_change:.1e} Ry")
print(f"30 deg: mixed local-energy average: {e_mixed:.5f} Ry")
print("30 deg: antisymmetrized pocket state, finite harmonics:")
for n_odd, e in zip(harmonic_counts, e_cut):
    print(f" highest harmonic {2 * n_odd - 1:3d}: {e:.5f} Ry")
print(f" extrapolated: {e_limit:.5f} Ry; last error ratio {error_ratio:.3f}")
print("three nodal lines, relative energies per pocket pair:")
for lo, hi, eps, et, wt in pockets:
    print(f" {lo:.0f}-{hi:.0f} deg: eps {eps:.4f} Ry, "
          f"trial {et:.4f} Ry, weight {wt:.4f}")
print(f" E_FN (lowest pocket): {pockets[:, 2].min():.4f} Ry")
print(f" weighted mean of eps: {pockets[:, 2] @ pockets[:, 4]:.4f} Ry")
print(f" E_VMC: {e_vmc3:.4f} Ry")
print(f"ring: {sites} sites, spacing {spacing} bohr, 3 fermions")
print(f" pockets: {n_pockets}; permutations keeping a pocket: {len(keeping)}")
print(f" norm squared after antisymmetrizing: {ring_norm:.6f}")
print(f" pocket energy: {levels[0]:.6f} Ry")
print(f" energy of antisymmetrized state: {e_ring:.6f} Ry")
print(f" sum of three lowest orbital energies: {e_slater:.6f} Ry")
assert n_pockets == 2 and len(keeping) == 3
print("all assertions hold")
```

Printed output:

```
trap quanta wx, wy: 1.00, 1.50 Ry
centre-of-mass energy: 1.2500 Ry
check, no repulsion, relative E_0: 2.250000 Ry
check, w = 2/3 Ry, relative E_0: 2.000000 Ry
check, free 100-degree wedge, w = 1 Ry: 2.800000 Ry
relative fermion ground energy E_0: 3.11761 Ry
relative energies for a tilted node:
 tilt  0 deg: E_FN 3.11761 Ry, E_VMC 3.12703 Ry
 tilt 15 deg: E_FN 3.13377 Ry, E_VMC 3.15304 Ry
 tilt 30 deg: E_FN 3.18588 Ry, E_VMC 3.23121 Ry
 tilt 45 deg: E_FN 3.28379 Ry, E_VMC 3.35863 Ry
30 deg: E_FN - E_0 = 0.06827 Ry
30 deg: E_VMC - E_FN = 0.04533 Ry
30 deg, total energies including centre of mass:
 E_0: 4.3676 Ry = 59.424 eV
 E_FN: 4.4359 Ry = 60.353 eV
 E_VMC: 4.4812 Ry = 60.970 eV
30 deg: change of E_FN, 10 to 14 angular functions: 1.9e-07 Ry
30 deg: mixed local-energy average: 3.18587 Ry
30 deg: antisymmetrized pocket state, finite harmonics:
 highest harmonic  39: 3.18498 Ry
 highest harmonic  79: 3.18543 Ry
 highest harmonic 159: 3.18565 Ry
 extrapolated: 3.18588 Ry; last error ratio 2.000
three nodal lines, relative energies per pocket pair:
 0-40 deg: eps 6.3817 Ry, trial 6.8435 Ry, weight 0.0278
 40-80 deg: eps 8.1575 Ry, trial 8.6058 Ry, weight 0.0091
 80-180 deg: eps 4.3314 Ry, trial 4.5973 Ry, weight 0.9632
 E_FN (lowest pocket): 4.3314 Ry
 weighted mean of eps: 4.4231 Ry
 E_VMC: 4.6961 Ry
ring: 12 sites, spacing 0.5 bohr, 3 fermions
 pockets: 2; permutations keeping a pocket: 3
 norm squared after antisymmetrizing: 18.000000
 pocket energy: 1.921120 Ry
 energy of antisymmetrized state: 1.921120 Ry
 sum of three lowest orbital energies: 1.921120 Ry
all assertions hold
```
